# Why a Hydrophilic Patch beneath a Drop Leaves Its Angle Unchanged: a numerical check

```python
"""
Result under test: a hydrophilic patch wholly beneath a drop, away from its
contact line, changes the energy but not the equilibrium contact angle.
The angle is that of the surroundings, not the area-averaged Cassie angle.

Symbols: R base radius, h cap height, V volume, a patch radius,
theta_o and theta_p Young angles of surroundings and patch,
gamma liquid-vapour tension, C(R) area average of the Young cosine.
Lengths are in mm, volumes in mm^3 = uL, tension in mN/m, energies in nJ.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar, root

# Rough typical values: water, H-terminated silicon, hydrophilic oxide
gamma = 72.0
density = 1000.0
theta_o, theta_p = 75.0, 20.0
volume, patch = 1.0, 0.6
cos_o, cos_p = np.cos(np.radians([theta_o, theta_p]))
contrast = cos_p - cos_o


def cap_height(R, V):
    """Real root of h^3 + 3 R^2 h = 6 V / pi."""
    return 2 * R * np.sinh(np.arcsinh(3 * V / (np.pi * R**3)) / 3)


def cap_angle(R, V):
    return np.degrees(2 * np.arctan(cap_height(R, V) / R))


def cap_area(R, V):
    return np.pi * (R**2 + cap_height(R, V)**2)


def volume_factor(angle):
    """V / R^3 for a spherical cap."""
    t = np.radians(angle)
    return np.pi * (2 - 3*np.cos(t) + np.cos(t)**3) / (3*np.sin(t)**3)


def base_radius(angle, V):
    return (V / volume_factor(angle))**(1 / 3)


def energy(R, V, hydrophilic_area):
    other_area = np.pi * R**2 - hydrophilic_area
    return gamma * (cap_area(R, V) - cos_p * hydrophilic_area
                    - cos_o * other_area)


def covered_patch(R, a):
    return np.pi * np.minimum(R, a)**2


def cassie_angle(fraction):
    return np.degrees(np.arccos(cos_o + contrast * fraction))


radius_grid = np.arange(0.2, 1.8, 1e-5)


def lowest_cap(V, a):
    F = energy(radius_grid, V, covered_patch(radius_grid, a))
    R = radius_grid[np.argmin(F)]
    return R, cap_angle(R, V)


# Geometry: derivative of the free area at fixed volume
for R in (0.5, 0.9, 1.4):
    step = 1e-5
    slope = (cap_area(R + step, volume) - cap_area(R - step, volume)) / (2*step)
    expected = 2 * np.pi * R * np.cos(np.radians(cap_angle(R, volume)))
    assert abs(slope - expected) < 1e-6

# Main example, by direct energy search
R_o = base_radius(theta_o, volume)
R_found, angle_found = lowest_cap(volume, patch)
assert R_o > patch
assert abs(R_found - R_o) < 2e-5
assert abs(angle_found - theta_o) < 0.01
fraction = patch**2 / R_o**2
cassie_at_base = cassie_angle(fraction)
cassie_self = brentq(lambda t: np.cos(np.radians(t)) - cos_o
                     - contrast * patch**2 / base_radius(t, volume)**2,
                     theta_p, theta_o)
assert angle_found - cassie_self > 10

print("INPUTS (rough typical material values)")
print(f"Drop volume {volume:.2f} uL; patch radius {patch:.2f} mm")
print(f"Young angles: silicon {theta_o:.1f} deg, oxide {theta_p:.1f} deg")
print(f"Young cosines: silicon {cos_o:.4f}, oxide {cos_p:.4f}")
print(f"Surface tension {gamma:.1f} mN/m; density {density:.0f} kg/m^3")
print("MAIN RESULT")
print(f"Base radius {R_found:.4f} mm; height {cap_height(R_o, volume):.4f} mm")
print(f"Patch share of base area {fraction:.4f}")
print(f"Angle from energy search {angle_found:.2f} deg")
print(f"Cassie angle at the true base {cassie_at_base:.2f} deg")
print(f"Cassie angle, self-consistent {cassie_self:.2f} deg")
print(f"Self-consistent Cassie radius {base_radius(cassie_self, volume):.4f} mm")

# Energy does feel the patch
sphere_area = 4 * np.pi * (3 * volume / (4 * np.pi))**(2 / 3)
F_plain = energy(R_o, volume, 0.0)
F_patch = energy(R_o, volume, covered_patch(R_o, patch))
lift_plain = gamma * sphere_area - F_plain
lift_patch = gamma * sphere_area - F_patch
assert lift_patch > lift_plain > 0
print(f"Energy lowering by patch {F_plain - F_patch:.2f} nJ")
print(f"Lift-off work: plain {lift_plain:.2f} nJ, patched {lift_patch:.2f} nJ")

# Patch-size sweep, including a patch that reaches the line
print("PATCH SIZE AT FIXED VOLUME")
for a in (0.2, 0.4, 0.6, 0.8, 1.0):
    R, angle = lowest_cap(volume, a)
    if a < R_o:
        assert abs(angle - theta_o) < 0.01
    else:
        pinned = brentq(lambda t: a**3*volume_factor(t) - volume, 5, 120)
        assert abs(R - a) < 2e-5 and abs(angle - pinned) < 0.01
    average = cassie_angle(min(1.0, (a / R)**2))
    print(f"a {a:.1f} mm: R {R:.4f} mm, angle {angle:.2f} deg, "
          f"Cassie {average:.2f} deg")

# Drying sequence
V_arrive = patch**3 * volume_factor(theta_o)
V_leave = patch**3 * volume_factor(theta_p)
print("DRYING WITHOUT HYSTERESIS")
print(f"Line reaches patch edge at {V_arrive:.4f} uL, leaves at {V_leave:.4f} uL")
for V in (1.0, 0.5, 0.2, 0.1, 0.03):
    R, angle = lowest_cap(V, patch)
    if V > V_arrive:
        expected = theta_o
    elif V < V_leave:
        expected = theta_p
    else:
        expected = brentq(lambda t: patch**3*volume_factor(t) - V, 5, 120)
        assert abs(R - patch) < 2e-5
    assert abs(angle - expected) < 0.01
    print(f"V {V:.2f} uL: R {R:.4f} mm, angle {angle:.2f} deg")

# Graded surface: area average plus its radial derivative gives the angle
nodes, weights = np.polynomial.legendre.leggauss(40)


def graded_cosine(r):
    return 0.2 + 0.6 * np.exp(-(r / 0.7)**2)


def graded_average(R):
    r = R * (nodes + 1) / 2
    return np.sum(weights * r * graded_cosine(r)) / R


graded = minimize_scalar(
    lambda R: cap_area(R, volume) - np.pi * R**2 * graded_average(R),
    bounds=(0.5, 1.6), method="bounded", options={"xatol": 1e-10})
R_g = graded.x
C_g = graded_average(R_g)
C_slope = (graded_average(R_g + 1e-4) - graded_average(R_g - 1e-4)) / 2e-4
cos_g = np.cos(np.radians(cap_angle(R_g, volume)))
assert abs(cos_g - C_g - R_g * C_slope / 2) < 1e-5
assert abs(cos_g - graded_cosine(R_g)) < 1e-5
assert abs(cos_g - C_g) > 0.1
print("GRADED SURFACE: cosine = 0.2 + 0.6 exp[-(r/0.7 mm)^2]")
print(f"R {R_g:.4f} mm: drop cosine {cos_g:.4f}, area average {C_g:.4f}")
print(f"Derivative term (R/2)C' {R_g * C_slope / 2:.4f}")

# Fine rings with the same area fraction: positive control for Cassie
period = 0.002
ring_index = np.arange(1000)
ring_areas = np.pi * period**2 * ((ring_index + fraction)**2 - ring_index**2)
cumulative = np.concatenate(([0.0], np.cumsum(ring_areas)))
R_scan = np.arange(0.6, 1.8, 1e-5)
ring = np.floor(R_scan / period).astype(int)
outer = np.minimum(R_scan, (ring + fraction) * period)
ring_wet = cumulative[ring] + np.pi * (outer**2 - (ring * period)**2)
F_ring = energy(R_scan, volume, ring_wet)
ring_angle = cap_angle(R_scan[np.argmin(F_ring)], volume)
is_minimum = (F_ring[1:-1] < F_ring[:-2]) & (F_ring[1:-1] < F_ring[2:])
metastable = cap_angle(R_scan[1:-1][is_minimum], volume)
assert abs(ring_angle - cassie_at_base) < 0.3
assert abs(metastable.min() - theta_p) < 0.5
assert abs(metastable.max() - theta_o) < 0.5
print("FINE RINGS WITH THE SAME HYDROPHILIC FRACTION")
print(f"Ring period {period * 1000:.1f} um; lowest-energy angle "
      f"{ring_angle:.2f} deg")
print(f"Metastable angles {metastable.min():.2f} to {metastable.max():.2f} deg")
print(f"Number of metastable states {len(metastable)}")


# Sideways displacement of circular-base caps
def shifted_overlap(R, shift):
    count = 4000
    r = (np.arange(count) + 0.5) * patch / count
    cosine = (r**2 + shift**2 - R**2) / (2 * r * shift)
    half_angle = np.arccos(np.clip(cosine, -1, 1))
    return np.sum(2 * r * half_angle) * patch / count


def shifted_energy(shift):
    result = minimize_scalar(
        lambda R: energy(R, volume, shifted_overlap(R, shift)),
        bounds=(0.5, 1.4), method="bounded", options={"xatol": 1e-9})
    return result.fun


gap = R_o - patch
assert 0.2 < gap < 0.4
rise_inside = shifted_energy(0.2) - F_patch
rise_outside = shifted_energy(0.4) - F_patch
assert abs(rise_inside) < 1e-6
assert rise_outside > 0.01
print("SIDEWAYS SHIFT")
print(f"Free shift before line meets patch {gap:.4f} mm")
print(f"Circular-base energy rise at 0.4 mm shift {rise_outside:.3f} nJ")

# Free axisymmetric shape: polar radius expanded in even powers of polar angle
modes = 12
polar = (nodes + 1) * np.pi / 4
quad = weights * np.pi / 4


def basis_and_slope(angle):
    s = np.atleast_1d(angle) / (np.pi / 2)
    x = 2 * s**2 - 1
    values = np.polynomial.chebyshev.chebvander(x, modes - 1)
    slopes = np.empty_like(values)
    for k in range(modes):
        derivative = np.polynomial.chebyshev.Chebyshev.basis(k).deriv()
        slopes[:, k] = derivative(x) * 4 * s * 2 / np.pi
    return values, slopes


B, D = basis_and_slope(polar)
B_edge, D_edge = basis_and_slope(np.pi / 2)
B_top, _ = basis_and_slope(0.0)
sin_polar, cos_polar = np.sin(polar), np.cos(polar)


def wetting_gain(R):
    inside = covered_patch(R, patch)
    return cos_p * inside + cos_o * (np.pi * R**2 - inside)


def shape_volume(c):
    return 2 * np.pi / 3 * np.sum(quad * sin_polar * (B @ c)**3)


def shape_energy(c, weight):
    p, dp = B @ c, D @ c
    area = 2*np.pi*np.sum(quad * sin_polar * p * np.sqrt(p**2 + dp**2))
    lift = np.pi/2*weight*np.sum(quad * sin_polar * cos_polar * p**4)
    return area + lift - wetting_gain((B_edge @ c)[0])


def equilibrium_equations(unknown, weight):
    c, pressure = unknown[:-1], unknown[-1]
    p, dp = B @ c, D @ c
    q = np.sqrt(p**2 + dp**2)
    gradient = 2*np.pi*(B.T @ (quad * sin_polar * (q + p**2 / q))
                        + D.T @ (quad * sin_polar * p * dp / q))
    gradient += 2*np.pi*weight*(B.T @ (quad*sin_polar*cos_polar*p**3))
    R, step = (B_edge @ c)[0], 1e-5
    wet_slope = (wetting_gain(R + step) - wetting_gain(R - step)) / (2*step)
    gradient -= wet_slope * B_edge[0]
    volume_gradient = 2*np.pi*(B.T @ (quad * sin_polar * p**2))
    return np.append(gradient - pressure * volume_gradient,
                     shape_volume(c) - volume)


# rho g / gamma in mm^-2
gravity_weight = density * constants.g / (gamma * 1e-3) * 1e-6
start = np.zeros(modes + 1)
start[0] = (3 * volume / (2 * np.pi))**(1 / 3)
start[-1] = 2 / start[0]
rng = np.random.default_rng(4)
free_results = []
for weight in (0.0, gravity_weight):
    solution = root(equilibrium_equations, start, args=(weight,), tol=1e-11)
    assert np.max(np.abs(equilibrium_equations(solution.x, weight))) < 1e-7
    c = solution.x[:-1]
    R, slope = (B_edge @ c)[0], (D_edge @ c)[0]
    height = (B_top @ c)[0]
    edge_angle = np.degrees(np.arctan2(R, slope))
    assert R > patch
    assert abs(edge_angle - theta_o) < 0.02
    E = shape_energy(c, weight)
    for _ in range(20):
        change = 0.003 * rng.normal(size=modes) / (1 + np.arange(modes))
        for sign in (-1, 1):
            trial = c + sign * change
            trial *= (volume / shape_volume(trial))**(1 / 3)
            assert shape_energy(trial, weight) > E
    free_results.append((R, height, edge_angle))
    start = solution.x
assert abs(free_results[0][0] - R_o) < 1e-4

print("FREE SHAPE AND NEGLECTED EFFECTS")
for name, (R, height, angle) in zip(("No gravity", "Gravity"), free_results):
    print(f"{name}: R {R:.4f} mm, height {height:.4f} mm, angle {angle:.2f} deg")
R_grav, h_grav, _ = free_results[1]
print(f"Bond number rho g R^2/gamma {gravity_weight * R_o**2:.4f}")
print(f"With gravity, angle inferred from height as if a cap "
      f"{np.degrees(2 * np.arctan(h_grav / R_grav)):.2f} deg")

# Assumed rough hysteresis window
receding, advancing = 65.0, 80.0
assert cassie_at_base < receding and cassie_self < receding
print(f"Assumed hysteresis {receding:.0f} to {advancing:.0f} deg: R "
      f"{base_radius(receding, volume):.4f} to "
      f"{base_radius(advancing, volume):.4f} mm")

# Order-of-magnitude diffusion estimate, using the hemisphere flux
temperature, humidity = 298.0, 0.5
vapour_pressure, diffusivity, molar_mass = 3200.0, 2.5e-5, 0.018
vapour_density = vapour_pressure * molar_mass / (constants.R * temperature)
mass_rate = (2*np.pi*R_o*1e-3*diffusivity*vapour_density*(1 - humidity))
loss_percent = 100 * mass_rate / (density * volume * 1e-9)
capillary_ms = 1e3*np.sqrt(density*(R_o*1e-3)**3/(gamma*1e-3))
print(f"Evaporation at {temperature:.0f} K, {100*humidity:.0f}% humidity: "
      f"about {loss_percent:.2f} % per s")
print(f"Capillary response time about {capillary_ms:.1f} ms")

line_tension = 1e-11
line_shift = np.degrees(line_tension / (gamma*1e-3*R_o*1e-3
                                        * np.sin(np.radians(theta_o))))
print(f"Line tension {line_tension * 1e12:.0f} pN: angle shift about "
      f"{line_shift:.1e} deg")
force_range_nm, oxide_step_nm = 100.0, 2.0
print(f"Line-to-patch gap / {force_range_nm:.0f} nm surface-force range "
      f"{gap * 1e6 / force_range_nm:.0f}")
print(f"Oxide step {oxide_step_nm:.0f} nm: displaced volume / drop volume "
      f"{np.pi * patch**2 * oxide_step_nm * 1e-6 / volume:.1e}")

print("ALL CHECKS PASSED")
```

Printed output:

```
INPUTS (rough typical material values)
Drop volume 1.00 uL; patch radius 0.60 mm
Young angles: silicon 75.0 deg, oxide 20.0 deg
Young cosines: silicon 0.2588, oxide 0.9397
Surface tension 72.0 mN/m; density 1000 kg/m^3
MAIN RESULT
Base radius 0.8852 mm; height 0.6792 mm
Patch share of base area 0.4595
Angle from energy search 75.00 deg
Cassie angle at the true base 55.13 deg
Cassie angle, self-consistent 59.73 deg
Self-consistent Cassie radius 0.9996 mm
Energy lowering by patch 55.44 nJ
Lift-off work: plain 112.48 nJ, patched 167.93 nJ
PATCH SIZE AT FIXED VOLUME
a 0.2 mm: R 0.8852 mm, angle 75.00 deg, Cassie 72.93 deg
a 0.4 mm: R 0.8852 mm, angle 75.00 deg, Cassie 66.56 deg
a 0.6 mm: R 0.8852 mm, angle 75.00 deg, Cassie 55.13 deg
a 0.8 mm: R 0.8852 mm, angle 75.00 deg, Cassie 35.42 deg
a 1.0 mm: R 1.0000 mm, angle 59.68 deg, Cassie 20.00 deg
DRYING WITHOUT HYSTERESIS
Line reaches patch edge at 0.3114 uL, leaves at 0.0604 uL
V 1.00 uL: R 0.8852 mm, angle 75.00 deg
V 0.50 uL: R 0.7026 mm, angle 75.00 deg
V 0.20 uL: R 0.6000 mm, angle 56.53 deg
V 0.10 uL: R 0.6000 mm, angle 32.01 deg
V 0.03 uL: R 0.4751 mm, angle 20.00 deg
GRADED SURFACE: cosine = 0.2 + 0.6 exp[-(r/0.7 mm)^2]
R 0.9077 mm: drop cosine 0.3116, area average 0.4904
Derivative term (R/2)C' -0.1788
FINE RINGS WITH THE SAME HYDROPHILIC FRACTION
Ring period 2.0 um; lowest-energy angle 55.01 deg
Metastable angles 20.00 to 75.00 deg
Number of metastable states 323
SIDEWAYS SHIFT
Free shift before line meets patch 0.2852 mm
Circular-base energy rise at 0.4 mm shift 2.994 nJ
FREE SHAPE AND NEGLECTED EFFECTS
No gravity: R 0.8852 mm, height 0.6792 mm, angle 75.00 deg
Gravity: R 0.8895 mm, height 0.6719 mm, angle 75.00 deg
Bond number rho g R^2/gamma 0.1067
With gravity, angle inferred from height as if a cap 74.13 deg
Assumed hysteresis 65 to 80 deg: R 0.9584 to 0.8502 mm
Evaporation at 298 K, 50% humidity: about 0.16 % per s
Capillary response time about 3.1 ms
Line tension 10 pN: angle shift about 9.3e-06 deg
Line-to-patch gap / 100 nm surface-force range 2852
Oxide step 2 nm: displaced volume / drop volume 2.3e-06
ALL CHECKS PASSED
```
